The kicked rotor as a tight-binding chain, with numerical localization, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the Floquet equation to the chain

**The decision at stake**

A simulation of the kicked rotor stores amplitudes on a finite set of angular momentum levels, and someone has to choose how many. If momentum diffuses without end, the width of the basis must grow as the square root of the number of kicks. If the spreading saturates, one width serves for any longer run. The answer depends on whether the eigenstates of the one-period evolution are localized in momentum. The mapping derived here turns that question into one about a particle on a chain with irregular site energies. It also shows which form of the chain can be coded at a given kick strength, and where the analogy with a disordered solid stops.

**Model and conventions**

A rotor with moment of inertia I and angle θ moves freely for a time T and then receives a sudden kick with potential k̂ cosθ, where k̂ has the dimension of an action. Its angular momentum is ħn with n an integer, because the wave function is periodic in θ. One free flight multiplies the amplitude on level n by exp(−iħn²T/2I), and one kick multiplies the wave function by exp(−ik̂ cosθ/ħ). Two dimensionless numbers therefore suffice:

κ = k̂/ħ,  τ = ħT/I.

The kick factor is exp(−iV) with V(θ) = κ cosθ, and the free factor is exp(−iτn²/2). In the classical map the kick changes the angle advanced per period, LT/I, by (k̂T/I) sinθ. The classical control parameter is thus K = k̂T/I = κτ. Time is counted in kicks, and all quantities below are dimensionless.

Fourier coefficients are defined by

f(θ) = Σ_n f_n e^{inθ},  f_n = ∫ dθ/(2π) e^{−inθ} f(θ), over one turn.

With this convention a product of functions becomes a convolution, (fg)_n = Σ_r f_r g_{n−r}. Multiplication by a function of θ is therefore hopping between levels, with an amplitude that depends on the distance r.

**The Floquet conditions**

A Floquet state reproduces itself after one period up to a phase e^{−iω}. Let u⁻ be this state just before a kick and u⁺ the same state just after it. The kick acts in the angle representation:

u⁺(θ) = e^{−iV(θ)} u⁻(θ).  (1)

The free flight then leads to the moment before the next kick, where the state must equal e^{−iω}u⁻. On level n this reads

e^{−iω} u⁻_n = e^{−iτn²/2} u⁺_n.

Multiplying by e^{iω} gives

u⁻_n = e^{iφ_n} u⁺_n,  φ_n = ω − τn²/2.  (2)

Condition (1) is local in θ and condition (2) is local in n. The aim is a single equation in n for a single function.

**Elimination**

Take the mean of the two states and their scaled difference:

ū = (u⁺ + u⁻)/2,  g = (u⁻ − u⁺)/(2i).

Condition (2) relates them on each level. Substituting u⁻_n and taking out half of the phase gives

ū_n = (e^{iφ_n} + 1) u⁺_n/2 = e^{iφ_n/2} cos(φ_n/2) u⁺_n,

g_n = (e^{iφ_n} − 1) u⁺_n/(2i) = e^{iφ_n/2} sin(φ_n/2) u⁺_n.

Multiplying the first line by sin(φ_n/2) and the second by cos(φ_n/2) makes the right-hand sides equal, so

cos(φ_n/2) g_n = sin(φ_n/2) ū_n.  (3)

Condition (1) relates the same two functions at each angle. Again half of the phase is taken out:

ū = (1 + e^{−iV}) u⁻/2 = cos(V/2) e^{−iV/2} u⁻,

g = (1 − e^{−iV}) u⁻/(2i) = sin(V/2) e^{−iV/2} u⁻.

Hence g = Wū with

W(θ) = tan(V(θ)/2).  (4)

Inserting this in (3) and dividing by the cosine gives the tangent chain:

T_n ū_n = Σ_r W_r ū_{n−r},  T_n = tan(φ_n/2).  (5)

Equation (5) is a tight-binding equation at energy zero, with site energies T_n and hopping amplitudes −W_r. The quasienergy phase ω is not the eigenvalue of this chain. It sits inside every site energy, and the allowed values of ω are those for which the chain has a state at energy zero. If ω is such that some φ_n is an odd multiple of π, that site energy is infinite. Equation (3) then says that ū_n = 0 on that site.

**The way back**

For a chain to replace the Floquet problem, each of its normalizable solutions must give a Floquet state. Let κ < π, so that W is bounded, and let ū solve (5). Define

u⁻ = (1 + iW) ū,  u⁺ = (1 − iW) ū.

Their ratio at a given angle is

(1 − i tan(V/2))/(1 + i tan(V/2)) = e^{−iV/2}/e^{iV/2} = e^{−iV},

where numerator and denominator were multiplied by cos(V/2). This is condition (1). On level n, equation (5) allows (Wū)_n to be replaced by T_n ū_n, so u⁻_n = (1 + iT_n)ū_n and u⁺_n = (1 − iT_n)ū_n. By the same identity their ratio is e^{iφ_n}, which is condition (2).

On a finite ring of levels the statement can be put to a numerical test. Let M(ω) be the matrix with T_n on the diagonal and −W_r off it. It is real and symmetric, because W(θ) is real and even. The eigenphases of the one-period evolution should be those values of ω at which M(ω) has an eigenvalue zero. The derivative of M with respect to ω is diagonal, with entries

dT_n/dω = (1/2)/cos²(φ_n/2) = (1 + T_n²)/2 ≥ 1/2.

The derivative of an eigenvalue is the mean of this matrix in the normalized eigenvector, so every eigenvalue rises at a rate of at least 1/2. Suppose that two neighbouring eigenphases are a distance G apart and that M has an eigenvalue λ < 0 at the centre of the gap. As ω increases, this eigenvalue reaches zero within a distance 2|λ|. A branch that escapes to +∞ at a pole of some T_n has to cross zero first. No zero is available within G/2, so 2|λ| ≥ G/2. For λ > 0 the same argument runs towards smaller ω. In both cases

|λ| ≥ G/4.

For κ = 2, with τ equal to the golden ratio 1.618 and a ring of 128 levels, the eigenphases were found by diagonalizing the one-period evolution with its kick matrix written in Bessel functions. At each of them M has an eigenvalue within 2.1×10⁻¹³ of zero. The widest gap has G = 0.2933, so the bound at its centre is 0.0733. The eigenvalue found nearest to zero there has magnitude 0.0924.

**Range of the hopping**

A shift of θ by π reverses the sign of cosθ and therefore of W. In Fourier space the shift multiplies W_r by (−1)^r, so (−1)^r W_r = −W_r. All even coefficients vanish, including W_0, and the chain needs no energy offset.

The decay of the odd coefficients follows from moving the integration path in

W_r = ∫ dθ/(2π) e^{−irθ} tan((κ/2) cosθ),  r > 0,

into the lower half-plane, where e^{−irθ} becomes small. The path is stopped by the first poles of the tangent, at κ cosθ = ±π. They lie at θ = −iη and θ = π − iη, with

cosh η = π/κ.

Near the first pole, θ₀ = −iη, the argument of the tangent is π/2 + δ with δ = −(κ/2) sinθ₀ (θ − θ₀), and tan(π/2 + δ) ≈ −1/δ. With sinθ₀ = −i sinhη the residue is

2/(κ sinθ₀) = 2i/(κ sinhη).

The path encloses the pole clockwise, which gives a factor −2πi. The contribution to W_r is therefore

(1/2π)(−2πi)(2i/(κ sinhη)) e^{−rη} = (2/(κ sinhη)) e^{−rη}.

The second pole gives an equal contribution for odd r and an opposite one for even r. At large odd r

W_r ≈ (4/(κ sinhη)) e^{−rη}.  (6)

For κ = 2 the pole gives η = 1.0232, and the ratio of W_17 to W_15 gives the same decay to five decimals. The first coefficients are W_1 = 0.690, W_3 = 0.0773 and W_5 = 0.0099. Formula (6) has sinhη = √((π/2)² − 1) = 1.211 and a prefactor 4/(2 × 1.211) = 1.65. With e^{−5η} = 0.0060 it reproduces W_5 = 0.0099. At r = 1 it gives 0.59 instead of 0.69, because the more distant poles still count there.

In the limit of a weak kick, tan(V/2) ≈ V/2 and the chain has nearest-neighbour hopping of size κ/4. As κ approaches π, η tends to zero and the hopping becomes long-ranged. For κ ≥ π the poles reach the real axis. The function W is then not integrable, and the coefficients W_r do not exist as ordinary integrals. A code that samples tan(V/2) on an angle grid will still return numbers, but they depend on the grid.

**A chain for strong kicks**

The failure at κ ≥ π belongs to the Fourier coefficients of W and not to the Floquet problem. The product Wū equals g = sin(V/2)e^{−iV/2}u⁻, which is finite at every angle, because ū vanishes where W diverges. Equation (3) therefore holds for every κ.

A chain with well-behaved coefficients follows from dividing the kick evenly. Define the state in the middle of the kick:

ū′ = e^{−iV/2} u⁻ = e^{iV/2} u⁺.

Then u⁻ = e^{iV/2}ū′ and u⁺ = e^{−iV/2}ū′. Condition (2), multiplied by e^{−iφ_n/2}, becomes

e^{−iφ_n/2} (e^{iV/2}ū′)_n − e^{iφ_n/2} (e^{−iV/2}ū′)_n = 0.

The exponentials of the cosine have the Jacobi–Anger expansion

e^{±i(κ/2) cosθ} = Σ_r (±i)^r J_r(κ/2) e^{irθ},  (±i)^r = e^{±iπr/2}.

Inserting it leaves, for each r, the bracket

e^{−i(φ_n/2 − πr/2)} − e^{i(φ_n/2 − πr/2)} = −2i sin(φ_n/2 − πr/2).

After division by −2i,

Σ_r J_r(κ/2) sin(φ_n/2 − πr/2) ū′_{n−r} = 0.  (7)

The Bessel functions fall off faster than exponentially once |r| is well above κ/2, so (7) is a chain of finite effective range for any κ. The price is that the hopping amplitudes now depend on the site through φ_n, so that (7) has a less familiar form than (5). The two functions are related by ū = cos(V/2)ū′.

For κ = 10, equations (3) and (7) were evaluated on 64 normalized eigenstates from a ring of 1024 levels. The largest residuals were 8.6×10⁻¹² and 9.4×10⁻¹². This is the kick strength used for the dynamics in the second half, and the tangent chain with coefficients W_r is not available there.

**How random the site energies are**

If a phase φ is uniformly distributed over a full turn, T = tan(φ/2) has the density

p(T) = (1/2π) |dφ/dT| = 1/(π(1 + T²)),

since dφ/dT = 2/(1 + T²). This is the Cauchy distribution with half-width 1 at half maximum. Half of its weight lies at |T| < 1, but its tails are so heavy that the variance is infinite. About 6% of the weight lies at |T| > 10.

The phases φ_n = ω − τn²/2 are fully determined. By Weyl's equidistribution theorem they fill the circle uniformly if τ/4π is irrational, as it is for the golden ratio. Over 300,000 sites the fraction with |T_n| < 1 was 0.5004. The first differences

φ_{n+1} − φ_n = −τ(n + 1/2)

also fill the circle. The modulus of the mean of e^{i(φ_{n+1} − φ_n)} over the same sites was zero to five decimals. The second difference, however, is the constant −τ, and the corresponding modulus is 1. Three neighbouring phases are therefore strictly related, and in this sense the site energies are pseudorandom. A localization theorem for independent site energies does not apply to them as it stands.

If τ/4π is rational the phases repeat along the chain. The extreme case is τ = 4π, where τn²/2 = 2πn² and all site energies are equal. The chain is then a perfect crystal, whose states are extended Bloch waves. Any claim of localization for the kicked rotor needs a condition on τ.

## Second half: localization and its numerical verification

**Symbols carried over**

The kick is V(θ), with V = κ cosθ for the standard rotor, and the free phase on level n is τn²/2. A Floquet state with quasienergy phase ω is u⁻ before and u⁺ after the kick. With φ_n = ω − τn²/2, T_n = tan(φ_n/2) and W = tan(V/2), the mean ū = (u⁺ + u⁻)/2 obeys T_n ū_n = Σ_r W_r ū_{n−r}. For the cosine kick the coefficients W_r exist for κ < π. At larger κ the sine-form chain with Bessel hoppings replaces them. The site energies follow the Cauchy distribution if τ/4π is irrational, but neighbouring phases are correlated. Unless stated otherwise, τ = 1.618, the golden ratio.

**A kick whose growth rate can be calculated**

The chain is simplest for the kick V = 2 arctan(k cosθ). Then W = k cosθ, and the hopping connects nearest neighbours with t = k/2:

T_n ū_n = t(ū_{n+1} + ū_{n−1}).  (8)

Start with ū_0 = 0 and ū_1 = 1 and solve upwards. The quantity y_n = tⁿ ū_{n+1} obeys

y_n = T_n y_{n−1} − t² y_{n−2},  y_0 = 1,  y_{−1} = 0.

This is the recursion for the determinant D_n of the matrix T − W on sites 1 to n, expanded along its last row. Hence ū_{N+1} = D_N/t^N, and the growth of the solution is the growth of a determinant.

The average of ln|D_N| over ω can be found for any sequence of phases. Write z = e^{iω} and e^{iφ_n} = z c_n, with |c_n| = 1. Then

T_n = i(1 − zc_n)/(1 + zc_n).

For |z| < 1 its imaginary part is positive:

Im T_n = (1 − |z|²)/|1 + zc_n|² > 0.

Suppose that D_N vanished at such a z. There would be a vector x ≠ 0 with (T − W)x = 0. But W is real and symmetric, so the imaginary part of x†(T − W)x is Σ_n Im T_n |x_n|² > 0, which is a contradiction. Inside the unit disc D_N is therefore analytic and free of zeros, and ln|D_N| is harmonic. Its average over a circle equals its value at the centre. The circle can be taken to |z| = 1, where the singularities are logarithmic and integrable. At the centre z = 0 every site energy equals i.

The averaged problem is thus a uniform chain with T_n = i. Setting ū_n = xⁿ in (8) gives x + 1/x = i/t. With x = ie^γ the left side is ie^γ − ie^{−γ} = 2i sinhγ, so

sinhγ = 1/(2t) = 1/k.  (9)

The second root is −ie^{−γ}. The solution with the given starting values is the difference of the (N+1)th powers of the two roots, divided by the difference 2i coshγ of the roots. Its logarithm per site is, for large Nγ,

γ + [γ − ln(2coshγ)]/N.

The second term comes from the chain ends and was subtracted from the numerical averages.

For k = 20, equation (9) gives γ = 0.04998. A chain of 400 sites averaged over 20,000 values of ω gives 0.04997.

The Floquet problem has been turned into a chain, and for the arctangent kick the growth rate averaged over ω has been calculated and confirmed numerically. It remains to see what this average says about localization, and whether the spreading under the cosine kick saturates so that a fixed basis suffices.
